# Energy and Momentum Conservation in Mesh Ewald Forces

**Comment on the section "Conservation laws of the mesh forces"**

The section argues as follows. The Ewald energy of a periodic set of charges depends on their relative positions alone. Its gradient therefore conserves energy, and its translation invariance conserves momentum. A particle mesh is a fast way of evaluating the same sum, and differentiating the spreading function or multiplying by $-i\mathbf k$ are two ways of taking the same gradient. Both sets of forces should then obey both laws, up to rounding and the time step. A net force, if one is seen, may be removed by subtracting its mean.

The first two sentences are correct. The error enters with "the same sum": the mesh energy is a different function of the positions, with a different symmetry. What does each kind of force then conserve, and can the subtraction repair it?

**The mesh energy and its symmetry**

I use Hartree atomic units and a fixed cubic cell of side $L$ and volume $V=L^3$. The real-space part of Ewald's sum consists of central pair forces derived from a pair potential, so it conserves both quantities if it is not cut off abruptly. The reciprocal part is

$$E_{\rm dir}=\frac1{2V}\sum_{\mathbf k\ne0}v(k)\Big|\sum_i q_ie^{-i\mathbf k\cdot\mathbf r_i}\Big|^2,\qquad v(k)=\frac{4\pi}{k^2}e^{-k^2/4\alpha^2}.$$

A common shift $\mathbf s$ multiplies the inner sum by the phase $e^{-i\mathbf k\cdot\mathbf s}$, which the modulus removes. This direct sum is translation invariant. Omitting $\mathbf k=0$ amounts to a uniform neutralizing background if the cell is charged.

On a mesh of spacing $h$ with points $\mathbf r_m$, the charges are first spread:

$$\rho(m)=\sum_i q_iW(\mathbf r_m-\mathbf r_i),\qquad \hat\rho(\mathbf k)=\sum_m\rho(m)e^{-i\mathbf k\cdot\mathbf r_m}.$$

Here $W$ is a product of three centred B-splines $M_p(x/h)$ of even order $p\ge4$, smooth enough for continuous forces. The mesh distinguishes only the waves of the cell whose components all lie in $-\pi/h\le k_a<\pi/h$, and from here on the sums over $\mathbf k$ for mesh quantities run over these alone. With $g(\mathbf k)$ real and even, the mesh energy is

$$E=\frac1{2V}\sum_{\mathbf k}g(\mathbf k)|\hat\rho(\mathbf k)|^2=\frac12\sum_m\rho(m)\phi(m),\qquad \phi(m)=\frac1V\sum_{\mathbf k}g\,\hat\rho\,e^{i\mathbf k\cdot\mathbf r_m}.$$

The second form follows because $\sum_m\rho(m)e^{i\mathbf k\cdot\mathbf r_m}=\hat\rho^*(\mathbf k)$. I take $g(0)=0$, as in the direct sum, and otherwise $g=v/B^2$, where $B(\mathbf k)$ is the product over the axes of

$$B(k)=\sum_m M_p(m)e^{-ikmh}.$$

If all charges move by one spacing along an axis, $\rho$ moves by one mesh point and $E$ is unchanged. For a fraction of a spacing, the spline weights themselves change, and nothing guarantees the same energy.

**Analytic differentiation**

Write $\phi(m)=\sum_{m'}G(m-m')\rho(m')$. The kernel $G$ is even, so the two factors of $\rho$ in $E$ contribute equally to its variation. This cancels the factor $\tfrac12$: $dE=\sum_m\phi(m)\,d\rho(m)$. Hence

$$\mathbf F_i^{\rm AD}=-\nabla_iE=-q_i\sum_m\phi(m)\nabla_iW(\mathbf r_m-\mathbf r_i).$$

Along an exact solution of Newton's equations, kinetic energy plus $E$ is constant. For the total force, shift all charges together:

$$\sum_i\mathbf F_i^{\rm AD}=-\sum_i\nabla_iE=-\frac{dE(\mathbf r_1+\mathbf s,\ldots,\mathbf r_N+\mathbf s)}{d\mathbf s}\bigg|_{\mathbf s=0}.$$

This vanishes at all positions if and only if $E$ is invariant under every small shift. A net force is thus the slope of the true mesh energy, not a rounding error.

**How large is the effect for one charge?**

Spreading replaces the plane wave $e^{-ikx}$ along one axis by

$$\frac1{B(k)}\sum_mM_p\Big(\frac{x_m-x}h\Big)e^{-ikx_m}=e^{-ikx}c(k,x).$$

The factor $c$ is a sum over $m$ of a function of $x_m-x$, so it has period $h$ in $x$. Put $K=2\pi/h$ and $c(k,x)=\sum_nc_n(k)e^{-inKx}$. In the integral for $c_n$ over one period, set $y=x_m-x$. Since $e^{inKx_m}=1$, the integrals for all $m$ join into one over the whole line:

$$c_n=\frac1{B(k)}\frac1h\int_{-\infty}^{\infty}M_p(y/h)e^{-i(k+nK)y}dy=\frac{\hat W(k+nK)}{B(k)},\qquad \hat W(\kappa)=\left[\frac{\sin(\kappa h/2)}{\kappa h/2}\right]^p.$$

At $x=0$ the definition gives $c=1$, so $\sum_nc_n=1$ and $B(k)=\sum_l\hat W(k+lK)$. The terms with $n\neq0$ are the aliases: short waves that the mesh cannot tell from $k$.

Place one charge $q$ at $(x,0,0)$, on a mesh line. The factors for $y$ and $z$ are then 1, and

$$E_{\rm self}(x)=\frac{q^2}{2V}\sum_{\mathbf k\ne0}v(k)|c(k_x,x)|^2.$$

In $|c|^2=\sum_{nn'}c_nc_{n'}e^{-i(n-n')Kx}$, the pairs with $n-n'=\pm1$ give $2\cos(Kx)\sum_nc_nc_{n+1}$. The first harmonic of the self-energy is therefore $A\cos(Kx)$, with

$$A=\frac{q^2}V\sum_{\mathbf k\ne0}v(k)\sum_nc_n(k_x)c_{n+1}(k_x),\qquad F_x=\frac{2\pi A}h\sin\frac{2\pi x}h.$$

For small $h$, $c_0\simeq1$. Also $\hat W(k+nK)=\hat W(k)[k/(k+nK)]^p$, because the sine changes at most its sign and $p$ is even. Thus $c_{\pm1}\simeq(kh/2\pi)^p$, and the products $c_0c_1$ and $c_{-1}c_0$ add up to $2(kh/2\pi)^p$. For $p=4$ and a large cell, the sum over $\mathbf k$ becomes $V\int d^3k/(2\pi)^3$. The angular integral of $(k_x/k)^4$ is $4\pi/5$, so

$$A\simeq2q^2\Big(\frac h{2\pi}\Big)^4\frac{4\pi}{8\pi^3}\frac{4\pi}5\int_0^\infty k^4e^{-k^2/4\alpha^2}dk=\frac{48\,q^2\alpha^5}{5\sqrt\pi}\Big(\frac h{2\pi}\Big)^4,$$

where the last integral is $12\sqrt\pi\,\alpha^5$.

I evaluated this for $L=12$ bohr, a $12^3$ mesh, $h=1$ bohr, $\alpha=0.5$ bohr$^{-1}$, $p=4$ and $q=1$; the numerical output follows this comment. The ripple extracted from the mesh energy is $A=1.651\times10^{-4}$ Ha, and the aliasing sum agrees to within $2\times10^{-6}$ of this value. The small-$h$ law gives $1.086\times10^{-4}$ Ha, 34% too low, so this mesh is too coarse for the leading term. At $h=0.25$ bohr the law is 3% low. Raising the order to 6 at $h=1$ bohr reduces $A$ to $1.71\times10^{-5}$ Ha, about a tenth.

Since $A>0$, a charge on a mesh line has its highest first-harmonic energy at a mesh point and is pushed along the line towards the midpoint. At $x=h/4$ the estimate is

$$\frac{2\pi A}h=6.283\times1.651\times10^{-4}=1.037\times10^{-3}\ \text{Ha/bohr},$$

while the full self-force is $1.015\times10^{-3}$ Ha/bohr, or 0.052 eV/Å. The 2% difference comes from the odd harmonics beyond the first; the even ones have zero slope at this point. A lone charge in a uniform background should feel no force at all.

**ik differentiation**

The other scheme differentiates the potential on the mesh and interpolates the field with the same $W$:

$$\boldsymbol{\mathcal E}(m)=\frac1V\sum_{\mathbf k}(-i\mathbf k)g\,\hat\rho\,e^{i\mathbf k\cdot\mathbf r_m},\qquad \mathbf F_i^{ik}=q_i\sum_mW(\mathbf r_m-\mathbf r_i)\boldsymbol{\mathcal E}(m).$$

Inserting $\hat\rho$ gives a sum of pair terms:

$$\mathbf F_{ij}=q_iq_j\sum_{mm'}W(\mathbf r_m-\mathbf r_i)\mathbf D(m-m')W(\mathbf r_{m'}-\mathbf r_j),\qquad \mathbf D(m)=\frac1V\sum_{\mathbf k}(-i\mathbf k)g\,e^{i\mathbf k\cdot\mathbf r_m}.$$

Reversing $m$ and relabelling $\mathbf k\to-\mathbf k$ shows that $\mathbf D(-m)=-\mathbf D(m)$. On an even mesh the Nyquist wave $k=-\pi/h$ has no separate partner at $+\pi/h$, so its derivative must be set to zero. Exchanging $i$ with $j$ and $m$ with $m'$ then gives $\mathbf F_{ji}=-\mathbf F_{ij}$, and in particular $\mathbf F_{ii}=0$. Momentum is conserved for any real, even $g$, however coarse the mesh. The proof uses the same $W$ for spreading and interpolation.

Why is this not the same gradient? In three dimensions let $c(\mathbf k,\mathbf r)$ be the product of the three axis factors, and let $\tilde S(\mathbf k)=\sum_jq_je^{-i\mathbf k\cdot\mathbf r_j}c(\mathbf k,\mathbf r_j)$. The mesh energy is $E=(1/2V)\sum v|\tilde S|^2$. Its gradient acts on both position-dependent factors, since

$$\nabla_i\big[e^{i\mathbf k\cdot\mathbf r_i}c^*(\mathbf k,\mathbf r_i)\big]=i\mathbf k\,e^{i\mathbf k\cdot\mathbf r_i}c^*+e^{i\mathbf k\cdot\mathbf r_i}\nabla_ic^*.$$

The ik scheme keeps the first term and drops the second. Apart from the Nyquist waves,

$$\mathbf F_i^{\rm AD}-\mathbf F_i^{ik}=-\frac{q_i}V\sum_{\mathbf k\ne0}v(k)\,{\rm Re}\big[e^{i\mathbf k\cdot\mathbf r_i}\nabla_ic^*(\mathbf k,\mathbf r_i)\tilde S(\mathbf k)\big].$$

If there were no aliases, $c$ would equal 1 and the two schemes would coincide. With aliases, $c-1$ is of order $h^p$ at fixed $\mathbf k$, but its gradient carries a factor $K=2\pi/h$. The term kept by AD alone is therefore of order $h^{p-1}$.

On the present mesh this extra term dominates the AD force error; a single spacing does not test the powers of $h$. For four unit charges of alternating sign at general positions, the rms force from the direct sum is $8.34\times10^{-2}$ Ha/bohr. The rms error relative to that sum is $1.44\times10^{-3}$ Ha/bohr for AD and $1.12\times10^{-4}$ Ha/bohr for ik, or 1.7% and 0.13% of the rms force. Being an exact gradient does not make AD the more accurate scheme here: it is the gradient of a rippled energy.

**Could ik forces conserve some other energy?**

The difference above shows that ik forces are not the gradient of $E$. It does not yet exclude another function $U$. Suppose $\mathbf F_i=-\nabla_iU$ and the forces always sum to zero. Then $dU/d\mathbf s=-\sum_i\mathbf F_i=0$, so $U$ is translation invariant, and so is each force derived from it. The ik pair force, however, contains $c^*(\mathbf k,\mathbf r_i)c(\mathbf k,\mathbf r_j)$, which in general depends on where the pair sits in the mesh.

A closed loop turns this into a measurable number. Put charges $+1$ and $-1$ on a mesh line, the first at a mesh point, 1 bohr apart. Shift the pair rigidly by $s$, stretch it to 2.5 bohr by moving the second charge, shift it back, and contract it. With zero net force, the rigid legs do no work. If $f(d;s)$ is the force on the second charge at separation $d$ with the first charge at $s$, the loop work is

$$W_{\rm loop}=\int_{1}^{2.5}\big[f(d;s)-f(d;0)\big]\,dd.$$

For $s=h/2$, the ik forces do work $-0.1441534$ Ha on stretching and $+0.1443977$ Ha on contraction. The sum is $+2.443\times10^{-4}$ Ha, or 6.6 meV, per turn. Each repetition delivers the same amount again, and the reversed loop absorbs it. No function of the positions can account for this, since it would return to its initial value. If the shift is one whole spacing, the loop work vanishes, as mesh periodicity requires. The direct sum gives zero, to rounding, for the half-spacing loop.

For AD the bookkeeping is different. The first shift does work $+5.410\times10^{-4}$ Ha, stretching $-0.1445517$ Ha and contraction $+0.1440107$ Ha. The shift back does none, for a reason of symmetry: reflecting the mesh and reversing both charges maps the pair at $(0,2.5)$ onto the pair at $(0.5,3)$, up to a whole number of spacings. The total is zero to rounding. The work on the rigid leg is exactly what an energy-conserving scheme needs in order to balance the position-dependent stretching work.

**The proposed subtraction and other repairs**

Subtracting the mean, $\mathbf F_i'=\mathbf F_i^{\rm AD}-\mathbf F_{\rm net}/N$, does make the total force zero. The AD loop work being zero, the work of the corrected forces is

$$\oint\sum_i\mathbf F_i'\cdot d\mathbf r_i=-\oint\mathbf F_{\rm net}\cdot d\mathbf R,\qquad \mathbf R=\frac1N\sum_i\mathbf r_i.$$

On a loop that moves $\mathbf R$ there is no reason for the right side to vanish, because $\mathbf F_{\rm net}$ depends on the separation as well as on $\mathbf R$. For the half-spacing loop it is $-5.46\times10^{-4}$ Ha, more than twice the ik value in magnitude. The corrected forces are thus not a gradient over all configurations. Along a trajectory, however, kinetic plus mesh energy changes at the rate $-\mathbf F_{\rm net}\cdot\dot{\mathbf R}$. For equal masses and zero total momentum $\mathbf R$ stays at its initial value $\mathbf R_0$, so this rate vanishes and both laws hold; there $\mathbf F_i'$ is the gradient force of the translation-invariant energy $E(\mathbf r_1-\mathbf R+\mathbf R_0,\ldots,\mathbf r_N-\mathbf R+\mathbf R_0)$, a mesh tied to the centroid. For unequal masses the plain mean lets $\mathbf R$ move and energy conservation is lost, but subtracting $m_i\mathbf F_{\rm net}/\sum_jm_j$ replaces $\mathbf R$ by the centre of mass and restores it at zero total momentum. The subtraction is therefore a repair only under these conditions, and it leaves the ripple in the relative forces.

Two changes to the energy itself keep the gradient. The first is to subtract each charge's self-energy $E_{\rm self}(\mathbf r_i)$. This removes self-forces, but the pair energy still depends on the position in the mesh. For the four charges the net force falls from $1.07\times10^{-3}$ to $3.1\times10^{-4}$ Ha/bohr; it does not vanish.

The second is to average the energies on two meshes offset by $h/2$ along every axis. As a function of a common shift, $E$ is a Fourier series in $e^{iK\mathbf n\cdot\mathbf s}$ with integer $\mathbf n$. The offset multiplies each term by $(-1)^{n_x+n_y+n_z}$, so terms with an odd sum cancel and the others remain. The net force falls to $1.8\times10^{-4}$ Ha/bohr. Averaging over all offsets within a mesh cell would leave only $\mathbf n=0$, a translation-invariant energy whose gradient conserves both quantities. The conflict thus comes from a mesh fixed in space, and not from Ewald's method; averaging over two meshes reduces it but does not remove it.

**What a trajectory can show**

I also followed two opposite charges, each with the electron's mass, classically for 40 atomic units of time under the reciprocal forces alone. They start with opposite momenta of magnitude $\sqrt{0.20^2+0.05^2}=0.206$ a.u. With AD, kinetic plus mesh energy changes by at most $1\times10^{-7}$ Ha, while the total momentum reaches 0.015 a.u., 7% of either initial momentum. With ik, the total momentum stays at rounding level, while the largest change of kinetic plus mesh energy is about $7\times10^{-4}$ Ha.

The energy to be monitored matters. If the direct-sum energy is put in place of the mesh energy, the AD balance changes by up to $8.8\times10^{-4}$ Ha, although the AD dynamics has an exactly conserved energy. For ik the corresponding figure is again about $7\times10^{-4}$ Ha, so changing the energy expression does not cure it.

These are largest deviations over a short run. They do not establish a steady drift, whose rate would depend on the path taken through the mesh. Nor would a small deviation in such a run prove that a potential exists. For ik forces a nonzero loop work excludes a potential, while a zero on one loop, as for the whole-spacing shift, proves nothing. The centroid need not move: with it held at a mesh point and the separation taken round the rectangle from $(1,0)$ to $(2.5,1.3)$ bohr in the $xy$ plane, the ik work is about $3\times10^{-4}$ Ha in magnitude. For AD, a nonzero force on a single charge is enough to show the momentum defect, but a zero one would not exclude a net force on several charges, as the subtraction of the self-energies showed. I ask that the section report these two quantities at its own mesh spacing, spline order and $\alpha$, and that the claim of both conservation laws be withdrawn for the uncorrected AD and ik forces, the subtraction being stated with its conditions: AD forces, mass weighting and zero total momentum.

## Values computed for the example and the checks

```
cell side 12.0 bohr, mesh 12^3, spacing 1.00 bohr
alpha 0.50 1/bohr, spline order 4
-- one unit charge on a mesh line --
ripple A from mesh energy     1.651074e-04 Ha
ripple A from aliasing sum    1.651072e-04 Ha
small-h law at h = 1.00 bohr  1.0860e-04 Ha
ripple A at h = 0.25 bohr     4.3787e-07 Ha
small-h law at h = 0.25 bohr  4.2422e-07 Ha
ripple A, order 6, h = 1.00   1.7132e-05 Ha
energy, mesh point - midpoint 3.3353e-04 Ha
AD self-force at x = h/4      1.0151e-03 Ha/bohr
  the same                    0.0522 eV/Angstrom
2 pi A / h                    1.0374e-03 Ha/bohr
ik self-force at x = h/4      3.5e-18 Ha/bohr
-- four charges: q, x, y, z (bohr) --
+1  1.3 2.7 4.1
-1  3.6 2.2 5.4
+1  6.9 7.3 1.8
-1  8.4 9.6 3.2
max |F + dE/dr|: AD 1.2e-10, ik 1.25e-03 Ha/bohr
|net force|: AD 1.0748e-03, ik 2.2e-17 Ha/bohr
rms force per charge, direct sum  8.3435e-02 Ha/bohr
rms force error: AD 1.439e-03, ik 1.120e-04 Ha/bohr
|net|, AD without self-forces     3.100e-04 Ha/bohr
|net|, AD averaged on two meshes  1.846e-04 Ha/bohr
-- pair +1,-1 on a mesh line, loop with shift h/2 --
separation 1.0 -> 2.5 bohr; work done by the forces, in Ha
shift       AD +5.409717e-04   ik +1.606017e-18
stretch     AD -1.445517e-01   ik -1.441534e-01
shift back  AD +2.145534e-18   ik +1.622524e-19
contract    AD +1.440107e-01   ik +1.443977e-01
loop total  AD -2.8e-17   ik +2.442717e-04
ik loop total                 +6.647 meV
ik loop, shift by whole h     +0.0e+00 Ha
AD minus mean force, loop     -5.4575e-04 Ha
direct k-sum, loop            -2.8e-17 Ha
-- two opposite charges moving, reciprocal part only --
duration 40 a.u. of time, masses 1 electron mass
charge +1: start [3.1 4.2 5.3] bohr, velocity [0.   0.2  0.05] a.u.
charge -1: start [5.6 4.9 5.6] bohr, velocity [ 0.   -0.2  -0.05] a.u.
max change of kinetic + mesh energy:   AD 9.6e-08, ik 6.81e-04 Ha
max change of kinetic + direct energy: AD 8.77e-04, ik 6.58e-04 Ha
max |total momentum|: AD 1.50e-02, ik 1.9e-15 a.u.
```
